\section*{The Quantum-Limit Field of Degenerate n-Type InSb}

\section*{Question}

A crystal of n-type InSb holds $10^{16}$ conduction electrons per cubic centimetre and is cold enough for them to be degenerate. In a magnetic field the electrons occupy Landau levels. How strong must the field be for all of them to fit into the lowest Landau level, if the spin splitting is neglected? How does this field scale with density and effective mass, and how far does the spin splitting of InSb move it?

\section*{Answer}

\subsection*{The levels and the number of states in each}

Take one isotropic conduction band with effective mass $m$ and a uniform field $B$ along $z$. The electron has charge $-e$, with $e>0$. Electron-electron interaction is left out until the last section, disorder is left out at first, and the temperature is zero. The density $n$ is held fixed as the field changes, because the electrons must neutralize the ionized donors.

With the vector potential $\mathbf A=(0,Bx,0)$ the Hamiltonian is
\begin{equation}
H=\frac{p_x^2+(p_y+eBx)^2+p_z^2}{2m}.
\end{equation}
It contains neither $y$ nor $z$, so its eigenfunctions have the form $e^{ik_yy+ikz}\varphi(x)$. Replacing $p_y$ by $\hbar k_y$ and taking $eB$ out of the bracket gives
\begin{equation}
\frac{(\hbar k_y+eBx)^2}{2m}=\frac{m\omega_c^2}{2}(x-x_0)^2,\qquad
\omega_c=\frac{eB}{m},\quad x_0=-\frac{\hbar k_y}{eB}.
\end{equation}
This is a harmonic oscillator centred at $x_0$, and therefore
\begin{equation}
E_N(k)=\hbar\omega_c\left(N+\tfrac12\right)+\frac{\hbar^2k^2}{2m},\qquad N=0,1,2,\dots
\label{levels}
\end{equation}

The energy does not depend on $k_y$, so each level is degenerate. In a sample of sides $L_x$ and $L_y$, neighbouring values of $k_y$ differ by $2\pi/L_y$, and neighbouring centres by $h/(eBL_y)$. The number of centres inside $L_x$ is $eBL_xL_y/h$. With the magnetic length $l=\sqrt{\hbar/(eB)}$, the number of states per area, for one spin and one value of $k$, is
\begin{equation}
\frac{eB}{h}=\frac{1}{2\pi l^2}.
\end{equation}

\subsection*{The field at which the second level empties}

Suppose that all electrons are in $N=0$ and fill it from $-k$ to $k$. Motion along the field supplies $2k/(2\pi)$ states per length, and spin supplies a factor 2:
\begin{equation}
n=2\cdot\frac{1}{2\pi l^2}\cdot\frac{2k}{2\pi}=\frac{k}{\pi^2l^2}.
\label{density}
\end{equation}
This filling is the ground state if the most energetic electron in $N=0$ lies no higher than the bottom of $N=1$. The bottom of $N=1$ is $\hbar\omega_c$ above that of $N=0$, so the condition is $\hbar^2k^2/2m\le\hbar\omega_c$. Since $\hbar\omega_c=\hbar^2/(ml^2)$, division gives
\begin{equation}
\frac{\hbar^2k^2/2m}{\hbar\omega_c}=\frac{(kl)^2}{2}=\frac{(\pi^2nl^3)^2}{2}\le1,
\label{condition}
\end{equation}
where $kl=\pi^2nl^3$ follows from (\ref{density}). The ratio falls as $l^6\propto B^{-3}$, so once $N=1$ has emptied it stays empty at higher fields. Two effects add up here. A stronger field puts more states into each unit of $k$, which lowers the filling along the field, and it also raises the next level.

Equality in (\ref{condition}) marks the entry into the quantum limit:
\begin{equation}
nl^3=\frac{\sqrt2}{\pi^2}.
\label{threshold}
\end{equation}
Solving for $l^{-2}$ and using $B=\hbar/(el^2)$,
\begin{equation}
B_Q=\frac{\hbar}{e}\left(\frac{\pi^2n}{\sqrt2}\right)^{2/3}.
\label{BQ}
\end{equation}

For the example, $n=10^{16}\ \mathrm{cm^{-3}}$ is $10^{-5}$ electrons per cubic nanometre, and $\sqrt2/\pi^2=0.1433$. Hence
\begin{equation}
l=\left(\frac{0.1433}{10^{-5}}\right)^{1/3}\mathrm{nm}=24.29\ \mathrm{nm},\qquad
B_Q=\frac{658.2\ \mathrm{T\,nm^2}}{(24.29\ \mathrm{nm})^2}=1.116\ \mathrm T,
\end{equation}
where $658.2\ \mathrm{T\,nm^2}$ is $\hbar/e$. In the other customary unit this is 11.16 kG. The model deserves two digits, 1.1 T; the others are kept for comparisons. Filling discrete states of a long sample in order of energy, and searching for the field at which $N=1$ empties, also gives 1.116 T. These and the later values are collected in the numerical output.

The counting can be followed at the threshold itself. The two spins together supply $5.396\times10^{10}$ states per square centimetre, and the largest wavenumber is $k=\sqrt2/l=0.0582\ \mathrm{nm^{-1}}$. Since $1\ \mathrm{nm^{-1}}=10^7\ \mathrm{cm^{-1}}$,
\begin{equation}
n=5.396\times10^{10}\times\frac{0.0582\times10^7}{\pi}\ \mathrm{cm^{-3}}
=1.0\times10^{16}\ \mathrm{cm^{-3}}.
\end{equation}

\subsection*{Scaling with density and mass}

Equation (\ref{BQ}) gives $B_Q\propto n^{2/3}$. Eight times the density requires four times the field, 4.46 T. For a small uncertainty in density, $\delta B_Q/B_Q=\tfrac23\,\delta n/n$, so a density known to 10 percent fixes the threshold to about 7 percent.

The mass has cancelled. The cyclotron energy and the kinetic energy along the field are both proportional to $1/m$, so their ratio depends on lengths alone. A light mass therefore does not lower the threshold in this model. What it does is to raise the energies at the threshold. With $m=0.014\,m_0$, where $m_0$ is the free-electron mass, the cyclotron energy at $B_Q$ is 9.23 meV; at the same density and five times the mass it would be five times smaller. The light electrons of InSb thus make the limit easier to resolve against temperature and scattering.

\subsection*{Two quicker estimates}

At zero field the electrons fill a sphere of radius $k_F$, with
\begin{equation}
n=\frac{2}{(2\pi)^3}\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},\qquad
E_F=\frac{\hbar^2k_F^2}{2m}.
\end{equation}
Here $k_F=0.0667\ \mathrm{nm^{-1}}$ and $E_F=12.09$ meV. A first estimate sets $\hbar\omega_c=E_F$. The mass cancels again, and the field is
\begin{equation}
F=\frac{\hbar k_F^2}{2e}=1.46\ \mathrm T.
\end{equation}
A second estimate keeps the Fermi energy at its zero-field value and asks when the bottom of $N=1$ reaches it: $\tfrac32\hbar\omega_c=E_F$, so $B=2F/3=0.975$ T.

To place the fixed-density result between them, write $B_Q/F=2/(k_Fl)^2$ and use (\ref{threshold}):
\begin{equation}
(k_Fl)^3=3\pi^2nl^3=3\sqrt2=\sqrt{18},\qquad
\frac{B_Q}{F}=\frac{2}{18^{1/3}}=0.763.
\end{equation}
Relative to $B_Q$, the first estimate is 31 percent high and the second 13 percent low. The second misses because the Fermi energy moves: at $B_Q$ it is $\tfrac32\hbar\omega_c=13.84$ meV above the zero-field band edge, not 12.09 meV. Holding it at 12.09 meV would require a reservoir that exchanges electrons with the crystal. All three estimates scale as $n^{2/3}$ and round to one tesla.

\subsection*{The band is not parabolic}

The gap of InSb is small, about 235 meV, so the conduction band bends away from a parabola. A simple model couples an s-like band at energy zero to three p-like bands at $-E_g$ through the kinetic momentum $\boldsymbol\pi=\mathbf p+e\mathbf A$. Spin-orbit coupling is left out. With coupling constant $P$ the amplitudes obey
\begin{align}
E\psi_s&=P\sum_i\pi_i\psi_i,\\
(E+E_g)\psi_i&=P\pi_i\psi_s,\qquad i=x,y,z.
\end{align}
Multiplying the first equation by $E+E_g$ and inserting the second gives $E(E+E_g)\psi_s=P^2\boldsymbol\pi^2\psi_s$. Near the band edge this must reduce to $E=\boldsymbol\pi^2/2m$, which fixes $P^2=E_g/2m$. The operator $\boldsymbol\pi^2/2m$ is the Hamiltonian solved above, so
\begin{equation}
E\left(1+\frac{E}{E_g}\right)=\varepsilon,\qquad
\varepsilon=\hbar\omega_c\left(N+\tfrac12\right)+\frac{\hbar^2k^2}{2m},
\end{equation}
with the conduction-band solution
\begin{equation}
E=\frac{E_g}{2}\left(\sqrt{1+\frac{4\varepsilon}{E_g}}-1\right).
\end{equation}

This $E$ rises with $\varepsilon$. The states are therefore filled in the same order as before, and $B_Q$ is unchanged in this model. The energies do shrink: the zero-field Fermi energy falls from 12.09 to 11.52 meV, and the spacing between the bottoms of $N=0$ and $N=1$ at $B_Q$ falls from 9.23 to 8.58 meV.

\subsection*{Spin splitting gives two thresholds}

Let the spin splitting be $|g|\mu_BB$, with $\mu_B=e\hbar/2m_0$. Its ratio to the cyclotron energy does not depend on the field:
\begin{equation}
\nu=\frac{|g|\mu_BB}{\hbar\omega_c}=\frac{|g|m}{2m_0}
=\frac{50\times0.014}{2}=0.35.
\end{equation}
This is not small. In the parabolic band with constant $g$ the levels become
\begin{equation}
\frac{E}{\hbar\omega_c}=N+\frac12\pm\frac{\nu}{2}+\frac{(kl)^2}{2}.
\end{equation}
For $0<\nu<1$ the two spin levels of $N=0$ lie below both levels of $N=1$. Each spin level filled to $\pm k$ holds $k/(2\pi^2l^2)$ electrons per volume, half of (\ref{density}).

The level $N=1$ empties when the Fermi energy is at its lower spin edge, $\tfrac32-\tfrac{\nu}{2}$ in units of $\hbar\omega_c$. The lower spin level of $N=0$ begins at $\tfrac12-\tfrac{\nu}{2}$, which leaves $(kl)^2/2=1$. The upper one begins at $\tfrac12+\tfrac{\nu}{2}$, which leaves $(kl)^2/2=1-\nu$. Adding the two densities,
\begin{equation}
nl^3=\frac{\sqrt2+\sqrt{2(1-\nu)}}{2\pi^2}.
\label{orbital}
\end{equation}
For $\nu\to0$ this returns (\ref{threshold}). For $\nu=0.35$ the numerator is $1.414+1.140$, so $nl^3=0.129$ and the field is 1.19 T, 7 percent above the value without spin. The shift is upward because the upper spin level has less room below the edge of $N=1$.

There is a second threshold, at which the upper spin level of $N=0$ empties as well. The lower level is then filled up to the splitting, $(kl)^2/2=\nu$, and
\begin{equation}
nl^3=\frac{\sqrt{2\nu}}{2\pi^2},\qquad
B_1=\frac{\hbar}{e}\left(\frac{2\pi^2n}{\sqrt{2\nu}}\right)^{2/3}.
\end{equation}
The example gives $B_1=2.5$ T. This field grows without bound as $\nu\to0$, so a model without spin splitting cannot supply it. It varies as $\nu^{-1/3}$: lowering $|g|$ from 50 to 40 at fixed mass raises it from 2.51 to 2.71 T, or 8 percent.

The answer ``about one tesla'' thus refers to the orbital quantum limit, in which every electron is in $N=0$ but both spins are present. If the term is meant to require a single spin level, the field is more than twice as large.

In transport the thresholds matter because of the density of states. For each level, $dk/dE\propto(E-E_{\rm bottom})^{-1/2}$, which diverges at the bottom in the ideal model. Scattering into a level is therefore enhanced when its bottom lies just below the Fermi energy. Scattering that conserves spin cannot take an electron from the lower to the upper spin level of $N=0$, so the crossing of the upper spin level may show less clearly. With spin included, the last two crossings on raising the field are those at 1.19 and 2.5 T.

\subsection*{Temperature and scattering}

At finite temperature some electrons remain in the higher levels. With $q=kl$ and the Fermi function $f$, the fixed density requires
\begin{equation}
nl^3=\frac{1}{\pi^2}\sum_{N}\int_0^\infty
f\!\left(N+\tfrac12+\tfrac{q^2}{2}\right)dq,
\end{equation}
energies being measured in $\hbar\omega_c$. This is (\ref{density}) with the sharp cutoff replaced by $f$. Solving for the chemical potential at $B_Q$, without spin splitting and in the parabolic band, leaves 3.2 percent of the electrons in $N\ge1$ at 4.2 K, where $k_BT=0.362$ meV. At 77 K, where $k_BT=6.6$ meV is comparable with the level spacing, the share is 36 percent. One tesla is then no longer a meaningful boundary.

Scattering broadens the levels. From $\mu=e\tau/m$ one has $\omega_c\tau=\mu B$. A mobility of $10^5\ \mathrm{cm^2/Vs}$ gives $\mu B_Q=11.2$, and $\hbar/\tau=0.83$ meV is 9 percent of $\hbar\omega_c$. The time $\tau$ here is the transport time, which gives little weight to small-angle scattering. The lifetime that broadens the levels can be shorter. For ionized impurities with Thomas--Fermi screening, the Born approximation at zero field makes it about 3.6 times shorter at this density. The broadening would then be about 3 meV, a third of $\hbar\omega_c$ and about equal to the spin splitting of 3.2 meV at $B_Q$. The threshold would be correspondingly less sharp, and the spin structure near one tesla might not be resolved.

\subsection*{Do the electrons stay free?}

A field squeezes the bound state of a donor. If the donor states ceased to overlap, electrons could freeze onto them, and $n$ would no longer be the free density. For a relative permittivity of 17 the donor Bohr radius is $a_B=(17/0.014)\,a_0=64.3$ nm, with $a_0$ the hydrogen Bohr radius. Measure lengths in $a_B$ and energies in $\hbar^2/(2ma_B^2)$. For a state without angular momentum about the field,
\begin{equation}
H=-\nabla^2+\frac{\gamma^2\rho^2}{4}-\frac2r,\qquad
\gamma=\frac{a_B^2}{l^2},
\end{equation}
where $\rho$ is the distance from the axis. Take the trial function $\exp(-\rho^2/4a_t^2-z^2/4a_z^2)$. Its probability density has variance $a_t^2$ along $x$ and $y$ and $a_z^2$ along $z$, so $\langle\rho^2\rangle=2a_t^2$, and each direction contributes kinetic energy $1/(4a_i^2)$.

For the attraction, let $c$ be the cosine of the angle to the field and $\epsilon^2=1-a_t^2/a_z^2$. The exponent of the density is $-r^2(1-\epsilon^2c^2)/(2a_t^2)$, and the radial integral of $r$ times this Gaussian is $a_t^2/(1-\epsilon^2c^2)$. Hence
\begin{equation}
\left\langle\frac1r\right\rangle=\frac{2\pi}{(2\pi)^{3/2}a_z}
\int_{-1}^{1}\frac{dc}{1-\epsilon^2c^2}
=\sqrt{\frac2\pi}\,\frac{\operatorname{artanh}\epsilon}{a_z\,\epsilon},
\end{equation}
and the energy to be minimized is
\begin{equation}
\frac{1}{2a_t^2}+\frac{1}{4a_z^2}+\frac{\gamma^2a_t^2}{2}
-2\left\langle\frac1r\right\rangle.
\end{equation}

At $B_Q$, $\gamma=7.0$. The numerical minimum has extents of 22.4 nm across the field and 35.9 nm along it, against 60.4 nm in every direction at zero field. The geometric mean shrinks by the factor 0.435. Scaling the Bohr radius by this factor lowers the overlap measure $n^{1/3}a$ from 1.38 to 0.60, and at 2.5 T it is 0.44. A single Gaussian is not converged: a basis of many Gaussians gives extents of 22.4 and 38.6 nm at $B_Q$ and 64.3 nm at zero field, and overlap measures of 0.58 and 0.43. The rough Mott value for the loss of metallic conduction is 0.25, so this estimate predicts no freeze-out at either threshold. It omits screening and disorder and is an indication, not a proof.

\subsection*{The model and a real crystal}

The mass, gap, $g$ factor and permittivity used here are rough typical values for InSb at low temperature; the mobility is a rough value for a good crystal and depends on compensation. Spin splitting is not negligible in InSb: including it moves the emptying of $N=1$ from 1.12 to 1.19 T and adds the threshold near 2.5 T. Both $g$ and the mass depend on energy in InSb, but the thresholds depend on their product through $\nu$, which varies much less. In an eight-band model with a spin-orbit splitting of 0.81 eV, both thresholds stay within 1 percent of the values given here, provided that its mass and $g$ factor at the band edge match those used above. The change of $|g|$ to 40 at fixed mass shows instead how an error in the product would move the second. All these values are for independent electrons. Exchange lowers the occupied spin level relative to the empty one: a Hartree--Fock estimate reduces the single-spin threshold by 6 percent with Thomas--Fermi screening and by 10 percent without screening, to about 2.3 to 2.4 T, and the orbital threshold by at most 3 percent. Uneven doping spreads the threshold according to the $n^{2/3}$ law. For a cold, uniform sample with this free-electron density, a field slightly above one tesla is the estimate for the orbital quantum limit.

\section*{Computed results}
\begin{verbatim}
Electron density: 1.0e+16 cm^-3
Effective mass: 0.014 m0
Band gap: 235 meV
Absolute g factor: 50
Relative permittivity: 17
Mobility: 1.0e+05 cm2/Vs
n l^3 at threshold, no spin splitting: 0.1433
Magnetic length at B_Q: 24.29 nm
Quantum-limit field B_Q, formula: 1.116 T
Quantum-limit field B_Q, formula: 11.16 kG
Quantum-limit field, state filling: 1.116 T
States per area at B_Q, both spins: 5.396e+10 cm^-2
Largest k along field at B_Q: 0.0582 nm^-1
Cyclotron energy at B_Q: 9.23 meV
Fermi energy at B_Q above zero-field band edge: 13.84 meV
Zero-field Fermi wavenumber: 0.0667 nm^-1
Zero-field Fermi energy, parabolic: 12.09 meV
Estimate F (cyclotron = Fermi energy): 1.462 T
Estimate 2F/3 (Fermi energy held fixed): 0.975 T
Ratio B_Q/F: 0.7631
B_Q at 8 times the density: 4.463 T
Zero-field Fermi energy, nonparabolic: 11.52 meV
N=0 to N=1 spacing at B_Q, nonparabolic: 8.58 meV
Spin splitting / cyclotron energy: 0.350
Spin splitting at B_Q: 3.23 meV
N=1 empties, spin included: 1.194 T
Only one spin level left: 2.513 T
Only one spin level left, |g| = 40: 2.707 T
Thermal energy at 4.2 K: 0.362 meV
Thermal energy at 77 K: 6.635 meV
Share in N>=1 at B_Q, 4.2 K: 3.2 percent
Share in N>=1 at B_Q, 77 K: 36.4 percent
Mobility times B_Q: 11.2 (dimensionless)
Broadening hbar/tau, transport time: 0.83 meV
Donor Bohr radius, zero field: 64.3 nm
(Donor radius / magnetic length)^2 at B_Q: 7.00
Donor rms extent across field, B=0: 60.4 nm
Donor rms extent across field, B_Q: 22.4 nm
Donor rms extent along field, B_Q: 35.9 nm
Mean donor shrink factor at B_Q: 0.435
Donor overlap n^(1/3) a at B=0: 1.38
Donor overlap n^(1/3) a at B_Q: 0.60
Donor overlap at the single-spin field: 0.44
\end{verbatim}
